The Nordheim-Gorter rule and the plot of thermopower against inverse resistivity, part 2

A metal contains several scatterers, here a host (subscript h) and an impurity (subscript i), that act on the same electrons. We want its thermopower S, given the resistivity ρⱼ and thermopower Sⱼ that it would have if scatterer j acted alone, at the same temperature T and chemical potential μ. Only diffusion thermopower is treated. Phonon drag, in which drifting lattice vibrations drag the carriers along, is left out.

The electrons have charge −e, mass m, wavevector k and velocity v in an isotropic parabolic band. Their energy ε and μ are measured from its bottom, and k_BT ≪ μ, where k_B is the Boltzmann constant. The number of states per volume below ε is n(ε) ∝ ε^(3/2), τ(ε) is the relaxation time, and σ(ε) is the conductivity function. The equilibrium distribution is f₀, and w = −∂f₀/∂ε is the thermal window. A prime denotes a derivative with respect to energy. Resistivities are in μΩ cm, thermopowers in μV/K and energies in eV.

For elastic, independent scatterers the exclusion principle cancels from the collision term, and the rates add whatever their angular laws:

1/τ(ε) = Σⱼ 1/τⱼ(ε),  σ(ε) = n(ε)e²τ(ε)/m

Zero current requires

S = −(1/eT) ∫ (ε − μ)σ(ε)w dε / ∫ σ(ε)w dε

If σ(ε) is smooth over several k_BT, the leading order is the Mott formula:

S = −b σ′(μ)/σ(μ),  b = π²k_B²T/(3e)

At fixed rates and fixed μ, its first correction grows as T³. With ρ(ε) = 1/σ(ε),

ρ(ε) = m/(ne²τ) = Σⱼ m/(ne²τⱼ) = Σⱼ ρⱼ(ε)

S = b ρ′(μ)/ρ(μ),  Sⱼ = b ρⱼ′(μ)/ρⱼ(μ)

At ε = μ the first line is Matthiessen's rule. Together they give the Nordheim-Gorter rule:

ρ = Σⱼ ρⱼ,  S = Σⱼ ρⱼ Sⱼ / ρ

For separate groups g of carriers that conduct side by side, the weights are conductivities instead:

S = Σ_g σ_gS_g / σ

### The straight line

Consider a host with fixed ρ_h and S_h at a given temperature. We add an impurity at concentration C. If the impurity atoms scatter independently and leave the band and μ unchanged, then

ρ_i(ε) = C r(ε)

where r(ε) is the resistivity per unit concentration. Its thermopower is

S_i = b C r′(μ)/[C r(μ)] = b r′(μ)/r(μ)

The concentration cancels. A greater number of identical scatterers makes the resistance larger but does not change its relative variation with energy.

The rule for two scatterers reads ρS = ρ_hS_h + ρ_iS_i. We eliminate the impurity resistivity with ρ_i = ρ − ρ_h:

ρS = ρ_hS_h + (ρ − ρ_h)S_i = ρS_i + ρ_h(S_h − S_i)

Division by ρ gives

S = S_i + ρ_h(S_h − S_i)/ρ

With 1/ρ on the horizontal axis and S on the vertical axis, this is a straight line. Its intercept at 1/ρ = 0 is S_i, and its slope is ρ_h(S_h − S_i). The pure host lies at the right end, at 1/ρ = 1/ρ_h. Adding impurities moves the point to the left, towards the intercept. The intercept itself is an extrapolation: it would require an infinite resistivity, while the derivation assumes independent impurities.

All points on one line must belong to the same temperature, because b and in general ρ_h depend on it. The concentration need not be known, since it has been eliminated.

Against C, in contrast, the thermopower is curved:

S = S_i + ρ_h(S_h − S_i)/(ρ_h + rC)

with r taken at μ. For ρ_i ≪ ρ_h it starts as S ≈ S_h + (ρ_i/ρ_h)(S_i − S_h), and for ρ_i ≫ ρ_h it levels off at S_i.

### Worked example: the two separate thermopowers

We take round model parameters that stand for no particular material: the free-electron mass, μ = 5 eV, T = 300 K and ρ_h = 2 μΩ cm. The host relaxation time varies as ε^(3/2). The impurity adds 1 μΩ cm per atomic percent. Its scattering rate is modelled by a broad Lorentzian peak centred at ε_r = 5.5 eV with half-width Γ = 1 eV. The rate of an actual scattering resonance of free electrons would also contain a factor v/k² ∝ ε^(−1/2), which is left out here for simplicity:

1/τ_i ∝ 1/[1 + (ε − ε_r)²/Γ²]

The scattering rates are held fixed whenever the temperature is changed.

The Mott factor follows from k_BT = 0.02585 eV. Because an energy in eV divided by e is a potential in volts,

b = (π²/3)(0.02585 eV)²/(e × 300 K) = 7.33 μV eV/K

For the host, n and τ_h each contribute an exponent 3/2:

σ_h′/σ_h = 1.5/5 + 1.5/5 = 0.600 eV⁻¹

S_h = −7.329 × 0.600 = −4.397 μV/K

For the impurity, τ_i ∝ 1 + (ε − ε_r)²/Γ². Its logarithmic derivative is 2(ε − ε_r)/[Γ² + (ε − ε_r)²], and at μ we have ε − ε_r = −0.5 eV:

σ_i′/σ_i = 1.5/5 + 2(−0.5)/(1 + 0.25) = 0.3 − 0.8 = −0.500 eV⁻¹

S_i = −7.329 × (−0.500) = +3.665 μV/K

The positive sign does not require positive carriers. The peak of the scattering rate lies above μ, so near μ the electrons with more energy are scattered more strongly. This outweighs the increase of n(ε), and conduction is better below μ than above it. The factor ε^(−1/2) omitted from the rate would add 0.5/5 = 0.1 eV⁻¹ to σ_i′/σ_i and lower S_i to +2.93 μV/K. The sign is unchanged, but the size is a property of the model chosen.

### Worked example: the alloys

For 1 atomic percent, the total resistivity is 2 + 1 = 3 μΩ cm, and the rule gives

S = [2(−4.397) + 1(3.665)]/3 = −5.129/3 = −1.710 μV/K

For comparison, the current was also summed directly over wavevectors with the full thermal window, and S was found from the condition of zero current. This direct calculation uses the same model and the same rates but no expansion in temperature. The results, with 1/ρ in (μΩ cm)⁻¹ and S in μV/K, are:

| at.% | 1/ρ direct | S rule | S direct |
|---|---|---|---|
| 0 | 0.5001 | −4.397 | −4.397 |
| 1 | 0.3333 | −1.710 | −1.728 |
| 2 | 0.2500 | −0.366 | −0.392 |
| 4 | 0.1667 | 0.977 | 0.947 |
| 8 | 0.1001 | 2.052 | 2.023 |

The last column plotted against the second is the Nordheim-Gorter plot. Its straightness can be checked from neighbouring points. Between 0 and 1 percent the slope is

(−1.728 + 4.397)/(0.3333 − 0.5001) = −16.0 (μV/K)(μΩ cm)

and between 4 and 8 percent, with one more digit kept in 1/ρ, it is

(2.023 − 0.947)/(0.10006 − 0.16672) = −16.1 (μV/K)(μΩ cm)

The formula for the line predicts

ρ_h(S_h − S_i) = 2(−4.397 − 3.665) = −16.12 (μV/K)(μΩ cm)

A straight line fitted to the five direct points has slope −16.04 in the same unit and intercept 3.62 μV/K, where the formula gives 3.66 μV/K. The largest distance of a point from this fitted line is 0.005 μV/K. A straight line fitted against concentration misses a point by as much as 1.58 μV/K, which shows the curvature derived above.

### The change of sign

When S_h and S_i have opposite signs, the alloy thermopower passes through zero. Setting ρ_hS_h + ρ_iS_i = 0 gives

ρ_i = −ρ_hS_h/S_i = 2 × 4.397/3.665 = 2.40 μΩ cm

This corresponds to 2.40 atomic percent and a total resistivity of 4.40 μΩ cm. The direct calculation gives 2.43 atomic percent. The shift is consistent with the small differences in the table. From the curve S(C), the slope at the crossing is

dS/dC = −rρ_h(S_h − S_i)/ρ² = 16.12/4.40² = 0.83 μV/K per atomic percent

In the table the direct S lies lower than the rule by 0.026 μV/K at 2 percent and by 0.030 μV/K at 4 percent, so by about 0.027 μV/K near the crossing. It therefore takes about 0.027/0.83 ≈ 0.033 atomic percent more impurity to reach zero.

A relative error in S is a poor measure here, since S itself vanishes. An absolute error, or an error relative to S_h or S_i, is more informative.

### Reading the plot backwards

Suppose that S and ρ are known for the host and for some alloys, and that S_i is wanted. Solving the two-scatterer rule for it gives

S_i = (ρS − ρ_hS_h)/(ρ − ρ_h)

An error δS in the alloy thermopower produces an error ρδS/(ρ − ρ_h) in S_i. For 1 atomic percent the factor is 3/1 = 3, and for 8 atomic percent it is 10/8 = 1.25. A dilute alloy lies far from the intercept, so its errors are magnified by the extrapolation. A more concentrated one is better in this respect, as long as its impurities still scatter independently and do not alter the band.

The intercept has another useful property. If all resistivities are wrong by one common factor, the horizontal axis is stretched or compressed. The slope changes, but the intercept does not.

### The error from finite temperature

The differences between rule and direct calculation come from the terms beyond leading order, apart from the small error of the numerical sums. There are two ways to apply the rule, and they should be kept apart. The table uses Mott values for S_h and S_i. One can instead insert separate resistivities and thermopowers that were themselves calculated directly, which isolates the error of the combination rule.

For host and impurity with equal resistivities, this second error is −0.0140 μV/K at 300 K. It is −5.24 × 10⁻⁴ μV/K at 100 K and −6.56 × 10⁻⁵ μV/K at 50 K. The ratio of the last two is 7.99, close to the factor 2³ = 8 expected from the T³ correction. A further test with three scatterers at 20 K gave −0.0686 μV/K both from the rule and from the direct sum.

The expansion requires σ(ε) to be smooth over several k_BT. Here Γ is about 39 times k_BT. A resonance as narrow as k_BT and centred within a few k_BT of μ would invalidate the expansion, and the integrals for S would have to be evaluated as they stand.

### Failure with two groups of carriers

The derivation assumed one relaxation time τ(ε) shared by all carriers at a given energy, so that ρ(ε) = m/(ne²τ) splits into a sum over scatterers. With several groups of carriers the sum survives if the relaxation times of the groups differ only by constant factors that are the same for every scatterer. In general it does not. It is not enough that the rates add for each group of carriers separately, as a simple model shows. Let two groups of carriers, A and B, have the same parabolic band, so that n′/n = 3/(2μ) in both, and let them contribute equally to the conductivity when the host scatters alone. There is no scattering between them. Relative to the host rate, the impurity rate is 0.2 in group A and 1.8 in group B. Each scattering mechanism keeps the energy dependence used above, so S_h and S_i are unchanged.

With the host alone, each group has conductivity 0.25 (μΩ cm)⁻¹, which gives ρ_h = 2 μΩ cm. With the impurity alone,

σ = 0.25/0.2 + 0.25/1.8 = 1.389 (μΩ cm)⁻¹,  ρ_i = 0.720 μΩ cm

With both scatterers, the relative rates add within each group to 1.2 and 2.8:

σ_A = 0.25/1.2 = 0.2083 (μΩ cm)⁻¹
σ_B = 0.25/2.8 = 0.0893 (μΩ cm)⁻¹

The total is 0.2976 (μΩ cm)⁻¹, so ρ = 3.36 μΩ cm. The sum of the separate resistivities is 2.72 μΩ cm, and Matthiessen's rule fails.

Within one group, the Nordheim-Gorter rule still holds:

S_A = (−4.397 + 0.2 × 3.665)/1.2 = −3.05 μV/K
S_B = (−4.397 + 1.8 × 3.665)/2.8 = +0.79 μV/K

The groups conduct in parallel, so they are combined with the conductivity fractions 0.70 and 0.30:

S = 0.70(−3.05) + 0.30(0.79) = −1.90 μV/K

Applying the rule to the metal as a whole would give

S = [2(−4.397) + 0.720(3.665)]/2.720 = −2.26 μV/K

The difference of 0.36 μV/K is not a temperature correction, since both values use the Mott formula. With the impurity alone, group A carries 90 percent of the current, because the impurity scatters it nine times more weakly than group B. The host scatters both groups alike and obstructs that easy path. The separate resistivities describe different divisions of the current between the groups, and neither division is that of the alloy.

### Other conditions to check

If collisions change the electron energy by an amount comparable with k_BT, they connect different energy shells. In general the balance can then no longer be solved at each energy by itself. If such collisions send the electron into all directions with equal probability, a relaxation time still exists at each energy and the rates still add. But the exclusion principle no longer cancels: for an energy gain ħω the rate carries the factor [1 − f₀(ε + ħω)]/[1 − f₀(ε)], which varies on the scale of k_BT, so the Mott expansion fails. In either case the derivation does not apply, and the rule for S can be noticeably wrong even where the resistivities still add closely. This matters for real hosts. Their resistivity at room temperature comes mainly from lattice vibrations, whose quanta reach k_B times the Debye temperature, typically a few hundred kelvin. Such scattering is nearly elastic only well above the Debye temperature. The elastic host with fixed rates used here at 20 to 300 K is a model and does not describe phonon scattering at low temperature. If alloying changes μ or the band, S_h and S_i vary along the series of alloys, and the points need not lie on one line. If phonon drag is present, the measured thermopower contains a part that this derivation does not describe. That part has to be removed, or shown to be small, before the intercept is interpreted as the diffusion thermopower of the impurity.

Values computed for the example and the checks

```
chemical potential = 5.0 eV, T = 300 K
kT = 0.02585 eV
electron density = 5.077e+28 m^-3
host resistivity = 2.0 micro-ohm cm
host relaxation time at mu = 3.495e-14 s
impurity resistivity = 1.0 micro-ohm cm per at.%
resonance centre = 5.5 eV
resonance half-width = 1.0 eV
angular test rates (arb. units): 0.73333, 0.83905
rate solved with both together = 1.57238 (arb. units)
Mott factor pi^2 k^2 T/(3e) = 7.3290 microvolt eV/K
d ln sigma/dE, host alone = 0.600 1/eV
d ln sigma/dE, impurity alone = -0.500 1/eV
S host: Mott -4.397, direct -4.397 microvolt/K
S impurity: Mott 3.665, direct 3.645 microvolt/K
columns: at.%, rho sum, rho direct (micro-ohm cm),
  1/rho direct (1/(micro-ohm cm)), S rule, S direct (microvolt/K)
  0.0  2.000  1.999  0.5001  -4.397  -4.397
  1.0  3.000  3.000  0.3333  -1.710  -1.728
  2.0  4.000  4.000  0.2500  -0.366  -0.392
  4.0  6.000  5.998  0.1667  0.977  0.947
  8.0  10.000  9.994  0.1001  2.052  2.023
line intercept: formula 3.665, fit 3.623 microvolt/K
line slope: formula -16.124, fit -16.043 (microvolt/K)(micro-ohm cm)
largest residual, line in 1/rho = 0.0049 microvolt/K
largest residual, line in at.% = 1.580 microvolt/K
sign change: rule 2.400, direct 2.433 at.%
resistivity at sign change, rule = 4.400 micro-ohm cm
three scatterers, 20 K: rule -0.06864, direct -0.06864 microvolt/K
rule error at 50 K = -6.559e-05 microvolt/K
rule error at 100 K = -5.243e-04 microvolt/K
rule error at 300 K = -1.404e-02 microvolt/K
error ratio 100 K to 50 K = 7.994
two groups, impurity rates / host rate: 0.2, 1.8
two groups, rho alone: host 2.000, impurity 0.720 micro-ohm cm
two groups, rho: sum 2.720, true 3.360 micro-ohm cm
two groups, S: rule -2.263, true -1.902 microvolt/K
```
